The climbing-image setting in nudged elastic band calculations of adatom hops

**What goes wrong with the setting off**

An adatom's hopping rate depends exponentially on its barrier. A nudged elastic band represents the hop by a chain of images between two minima, and it is tempting to read the barrier from the highest image. In the model below, a band with six movable images then gives a barrier 0.0155 eV too low. With the Arrhenius prefactor held fixed, the rate at 300 K, where kT = 0.02585 eV, is too large by

exp(0.01551/0.02585) = 1.82.

Changing the spring constant from 1 to 100 eV/a² leaves this error unchanged. The fault is that no image has been asked to sit on the saddle. The climbing-image setting makes that request of one image and removes its springs.

**Model and conventions**

The adatom has position r = (x, y). Lengths are in the period a of a square surface lattice, energies in eV. The potential is

V = (U/2)[2 − cos 2πx − cos 2πy] + W exp(−|r − c|²/2s²),

with U = 0.5 eV, W = 0.4 eV, s = 0.2 a and c = (0.3, 0.15) a. The first term is a rigid substrate and the second a fixed repelling impurity, which bends the path and removes the symmetry that would otherwise locate the saddle.

The gradient is written g = ∇V. Relaxation means following a chosen force in a fictitious time; it is not the adatom's motion. Newton iteration on g = 0, which uses no band, gives

left minimum: (−0.0523, −0.0258) a, V = 0.0743 eV
saddle: (0.4456, −0.0955) a, V = 0.6737 eV
right minimum: (1.0011, −0.0002) a, V = 0.0007 eV.

The barrier from the left is 0.6737 − 0.0743 = 0.5994 eV. As an independent check, the surface was flooded on a grid of spacing 0.005 a in the strip −0.4 ≤ x/a ≤ 1.4, |y|/a ≤ 0.45. The lowest level connecting the minima was 0.67368 eV, in agreement with the saddle energy.

**What the ordinary band solves**

Let τ be the unit tangent at image i. An ordinary movable image feels

F_i = −g + (g·τ)τ + kDτ,
D = |r_{i+1} − r_i| − |r_i − r_{i−1}|.

The first two terms are the potential force with its tangential part removed. They are normal to τ, whereas the spring term is parallel to it. A sum of two perpendicular vectors vanishes only if each vanishes, so at convergence

g − (g·τ)τ = 0 and D = 0.

The first condition puts the image on the minimum-energy path, up to the error of a tangent built from a finite number of images. The second makes the spacing equal. Neither contains k, so a converged band for one positive k is a converged band for any other. The spring does not pull the images off the path, but equal spacing decides where along it they sit, and the saddle generally falls between two of them.

Let the highest image be displaced by δ from the saddle r*. Since g(r*) = 0, the linear term of the Taylor expansion is absent:

V(r* + δ) − V(r*) ≈ ½ δᵀHδ,

where H is the Hessian at the saddle. Its eigenvalues are −A along the unstable mode and B across it, with A = 11.48 and B = 10.46 eV/a². With ten movable images the quadratic formula gives −0.00371 eV and the actual error is −0.00373 eV.

When the images are close enough together for this quadratic form to hold, it gives a worst-case estimate. If neighbours are a distance ℓ apart on a nearly straight piece of path, the nearest image is at most ℓ/2 from the saddle, so

barrier error ≲ ½A(ℓ/2)² = Aℓ²/8.

The path length, summed from the image positions listed further on, is about 1.08 a. Six movable images make seven intervals, so ℓ ≈ 0.154 a and the estimate is 11.48 × 0.154²/8 ≈ 0.034 eV. The actual offset of 0.052 a costs less, 0.0155 eV. To guarantee 0.001 eV at this order one needs ℓ ≤ √(0.008/11.48) = 0.026 a, or about 40 movable images. The climbing image avoids that expense.

**What the setting changes**

For one image the force is replaced by

F_c = −g + 2(g·τ)τ = −Rg, R = I − 2ττᵀ.

The potential force is kept across the path and reversed along it, so the image descends sideways and climbs forwards. There is no spring term. To see where it stops, square R, using τᵀτ = 1:

R² = I − 4ττᵀ + 4τ(τᵀτ)τᵀ = I.

R is therefore its own inverse, and F_c = 0 implies g = −RF_c = 0. Conversely, g = 0 gives F_c = 0. The stopping condition is that of a true stationary point, whatever the tangent, the spring constant or the number of images. This is the precise sense in which the spring bias is absent.

R is also symmetric, so |F_c|² = gᵀR²g = |g|². The residual force on the climbing image is as large as the true gradient, and it measures the remaining error. Near the saddle g ≈ Hδ, hence

δ ≈ H⁻¹g, |δ| ≲ |F_c|/min(A, B),
|V − V(r*)| ≈ ½|gᵀH⁻¹g| ≲ |F_c|²/[2 min(A, B)].

The position error is linear in the residual and the energy error quadratic. For a force tolerance of 10⁻⁹ eV/a the position bound is 10⁻⁹/10.46 ≈ 10⁻¹⁰ a. Five bands, with 4, 6 or 10 movable images and k between 1 and 100 eV/a², were relaxed to this tolerance. The largest distance from the Newton saddle was 9 × 10⁻¹¹ a.

**Why it goes to a saddle**

A stationary point is useful only if the climbing image is drawn towards it. Displace the image by δ from a point with g = 0. The gradient changes by Hδ and the tangent by some δτ, so

δF_c = −Hδ + 2(τᵀHδ)τ + 2(g·δτ)τ + 2(g·τ)δτ.

The last two terms vanish because g = 0, leaving

δF_c = −RHδ.

Neighbouring images affect F_c through τ alone, so to first order their displacements do not affect it either. This requires a tangent that changes at a finite rate. In the converged band with six movable images and k = 10 eV/a², differentiating the complete band force numerically gave a coupling to the neighbours below 10⁻¹⁴ eV/a², which is rounding error.

Now let τ make an acute angle θ with the unstable mode; the sign of τ is irrelevant. In the axes of the two modes τ = (cos θ, sin θ) and H = diag(−A, B). With C = cos 2θ and S = sin 2θ, the identities 1 − 2cos²θ = −C, 1 − 2sin²θ = C and 2 sin θ cos θ = S give

R = [[−C, −S], [−S, C]],
RH = [[AC, −BS], [AS, BC]].

Therefore

tr(RH) = (A + B) cos 2θ,
det(RH) = AB(C² + S²) = AB.

The eigenvalues μ of RH solve μ² − tr(RH)μ + AB = 0. Displacements decay if both have positive real part. Their product AB is positive, so they are either real with the same sign or a complex pair with equal real parts. In both cases the sign is that of their sum, the trace. The saddle attracts for θ < 45° and repels for θ > 45°; at 45° the linear analysis does not decide.

At θ = 0 the matrix is diag(A, B): the image climbs along the mode at rate A and settles across it at rate B. The eigenvalues form a complex pair once cos 2θ < 2√(AB)/(A + B), here beyond θ ≈ 1.3°. The image then spirals in, ever more slowly as θ approaches 45°.

The limit was tested with fixed tangents and 1500 steps of 0.002 a²/eV. At θ = 40° the distance from the saddle shrank to 0.0048 of its initial value; at 50° it grew by a factor of 435. In the converged band θ was 1.1°, far inside the limit.

At a nondegenerate minimum or maximum in two dimensions det H > 0. Since det R = −1, det(RH) = −det H < 0. The eigenvalues are then real with opposite signs, and some displacement grows. A climbing image is thus not attracted to either, for any tangent. This was tested with six tangent directions at the left minimum and at a nearby maximum, each with two small starting displacements at right angles. In every case at least one of the two grew 87-fold or more in 500 such steps.

In more than two dimensions F_c = 0 still means g = 0, but the 45° rule above has not been established. If τ lies along the unstable mode of a first-order saddle, RH has the positive eigenvalues A, B₁, B₂ and so on, so the saddle attracts. For other tangents, the Hessian at the result should be checked for a single negative eigenvalue.

**The procedure**

1. Relax the two end minima and place images between them; a straight line sufficed here.
2. Compute tangents. Where the energy rises steadily along the band, use r_{i+1} − r_i; where it falls, use r_i − r_{i−1}. At a local maximum or minimum of the band, add the two vectors, weighting the one towards the higher neighbour by the larger of the two absolute energy differences and the other by the smaller. Normalize the result.
3. Relax with F_i on every movable image.
4. Choose the highest image, give it F_c, and keep F_i on the others.
5. Move each image by hF, with h the step, until the largest force is below the tolerance.
6. Confirm that the chosen image is still the highest, that the Hessian there has one negative eigenvalue, and that descent on its two sides reaches the intended minima.

With six movable images and k = 10 eV/a² the result is

image: x/a, y/a, V/eV
0: −0.052, −0.026, 0.0743
1: 0.105, −0.093, 0.2127
2: 0.275, −0.108, 0.5175
3: 0.446, −0.095, 0.6737
4: 0.584, −0.071, 0.5692
5: 0.723, −0.046, 0.3289
6: 0.862, −0.024, 0.0960
7: 1.001, −0.000, 0.0007

Image 3 climbs. It divides the chain into two parts, each equally spaced: about 0.171 a on the left and 0.141 a on the right. Unequal spacing on the two sides is expected, because the climbing image no longer takes part in the spacing condition.

**Choosing the number of images**

With climbing on, more images do not make the converged barrier more accurate. They serve to give a tangent within the region of attraction and to reveal the shape of the path. Four movable images were enough here, although the ordinary four-image band had underestimated the saddle energy by 0.038 eV.

Add images if the path bends strongly between neighbours, if the highest image changes during relaxation, or if the energies suggest an intermediate minimum. In the last case one climbing image locates one saddle. Relax the intermediate minimum and run a separate band for each part.

**Choosing the spring constant and the step**

The spring constant affects the speed, not the converged result. Consider m movable images on a straight stretch between the climbing image and a fixed end. If image i moves by u_i along the path, its spring force changes by k(u_{i+1} − 2u_i + u_{i−1}). Inserting u_i = sin(jπi/(m+1)), which vanishes at both ends, gives the decay rates

4k sin²[jπ/(2(m+1))], j = 1, …, m.

All lie below 4k, and the slowest has j = 1. The right part of the band has m = 3, so for k = 10 eV/a² the slowest rate is 40 sin²(π/8) = 5.858 eV/a². The complete band, differentiated numerically, has a slowest rate of 5.8578 eV/a². This also shows that the rest of the band is stable, which the analysis of the climbing image alone does not guarantee.

With the step held to h = 1/(4k + 20), h in a²/eV and k in eV/a², the climbing stage took 679, 193 and 749 iterations for k = 1, 10 and 100. For k = 1 the slowest spacing rate, 0.59 eV/a², is the bottleneck. For k = 100 the springs force a small step, and the climbing image, whose rates are near 11 eV/a², advances slowly. A sensible k, for this simple update, makes the slowest spring rate comparable with the curvatures of the potential. Other optimizers change the iteration counts.

The climbing image sets its own step limit. One step multiplies an eigenvector of RH by 1 − hμ, and decay requires

|1 − hμ|² = 1 − 2h Re μ + h²|μ|² < 1,
h < 2 Re μ/|μ|².

For a complex pair Re μ is half the trace and |μ|² = AB, so

h < (A + B) cos 2θ/(AB).

At θ = 30° this is 21.94 × 0.5/120.1 = 0.0913 a²/eV. In 100 steps the distance fell to 0.009 of its start at 0.9 times this limit and grew 187-fold at 1.1 times it. If a climbing image oscillates with growing amplitude, reduce the step and improve the tangent. Beyond 45° no positive step cures the instability.

**When to switch it on, and when to stop**

Switch climbing on once the ordinary band has a clear highest image and a reasonable tangent. The first stage need not be tightly converged for the final saddle to be accurate, since its errors do not enter the condition g = 0. In the example it was converged, and climbing then reduced the distance to the saddle from 0.052 a to 7.4 × 10⁻⁴ a in 20 steps and 3.2 × 10⁻⁹ a in 80.

For a practical tolerance, take a = 3 Å as a round value. A residual of 0.05 eV/Å is 0.15 eV/a, and the bounds above give

|δ| ≲ 0.15/10.46 = 0.014 a,
energy error ≲ 0.15²/(2 × 10.46) = 0.001 eV.

A soft surface needs a tighter tolerance, because the smallest curvature magnitude stands in the denominator. Noise in the computed forces enters in the same way.

**What a retained spring would do**

Suppose a spring force F_s = q(r_{i+1} + r_{i−1} − 2r_i) is left on the climbing image. It stops where −Rg + F_s = 0. Multiplying by R gives g = RF_s, and with g ≈ Hδ

δ ≈ H⁻¹RF_s.

The image is now displaced from the saddle. From the positions of images 2, 3 and 4, the bracket in F_s is about (−0.032, 0.012) a. With the other springs fixed at k = 10 eV/a², the results are

q = 0.05 eV/a²: shift 0.00015 a, linear estimate 0.00015 a
q = 1 eV/a²: shift 0.0028 a, linear estimate 0.0030 a
q = 10 eV/a²: shift 0.019 a, linear estimate 0.030 a.

The linear estimate uses the spring force of the unbiased band. Moving the image by δ changes that force. With its neighbours fixed the change would be −2qδ. In the relaxed band the neighbours follow the image to keep their spacing equal, and the change along δ is only about −0.66qδ. The estimate therefore requires q to be small compared with A and B. At q = 10 eV/a² it is not: with curvatures near 11 eV/a² the shift falls to about 0.030/(1 + 6.6/11) ≈ 0.019 a. The saddle energy is then too low by 0.0013 eV, a small error here but one that tighter convergence would not remove.

**What the setting does not decide**

The climbing image finds a saddle on the route to which the band relaxes. It does not search for the lowest route. In this model the adatom can instead pass through the neighbouring row by three hops: down, across and back up. The first hop crosses near (0, −0.5) a, where the substrate contributes 0.5 eV and the impurity 0.4 exp(−0.5125/0.08) ≈ 0.0007 eV. The other two crossings are farther from the impurity, so the highest point of the detour is near 0.50 eV, below the direct saddle at 0.674 eV. Separate bands are needed to compare routes.

For real surfaces, a barrier of some tenths of an eV is a reasonable scale for hops on square metal faces, while hops on close-packed faces are often much easier. The impurity repulsion of 0.4 eV was chosen to bend the path and does not describe a particular material. Nor is a real substrate rigid: surface atoms relax, which can change the barrier, and on some metals the adatom moves by exchanging places with a surface atom, a process these two coordinates cannot describe. A band for a real surface must therefore include the substrate atoms. Climbing removes the error of locating the saddle on the chosen energy surface; errors of the electronic-structure method, the slab and the rate prefactor remain. The remaining values are in the numerical output below.

Values computed for the example and the checks

```
U, W (eV): 0.5 0.4  width s (a): 0.2  centre (a): [0.3  0.15]
left minimum (a): [-0.052346 -0.025755]
right minimum (a): [ 1.001149e+00 -2.460000e-04]
Newton saddle (a): [ 0.44564452 -0.09545642]
V left, right, saddle (eV): 0.074265 0.000654 0.67368337
barrier from left, from right (eV): 0.599418 0.673030
flooding level (eV): 0.67368, grid spacing (a): 0.005
saddle curvatures A, B (eV/a^2): 11.48193 10.46131
force tolerance (eV/a): 1e-09
columns: movable images; k (eV/a^2); ordinary-band top image:
 distance to saddle (a), energy error (eV);
 climbing image: distance to saddle (a), energy error (eV), steps
  4    10 0.08135 -0.037695 4.4e-12 0.0e+00 119
  6     1 0.05197 -0.015511 4.2e-17 -1.1e-16 679
  6    10 0.05197 -0.015511 7.9e-17 0.0e+00 193
  6   100 0.05197 -0.015511 9.1e-11 -1.1e-16 749
 10    10 0.02544 -0.003725 1.3e-16 0.0e+00 391
10 images, quadratic estimate and actual error (eV): -0.003714 -0.003725
climbing band, 6 movable images, k = 10 eV/a^2: x (a), y (a), V (eV)
 image 0: -0.05235 -0.02575 0.074265
 image 1: 0.10495 -0.09269 0.212693
 image 2: 0.27518 -0.10830 0.517466
 image 3: 0.44564 -0.09546 0.673683
 image 4: 0.58439 -0.07090 0.569155
 image 5: 0.72315 -0.04642 0.328870
 image 6: 0.86219 -0.02357 0.096027
 image 7: 1.00115 -0.00025 0.000654
climbing image index: 3
history, step (a^2/eV): 0.01667
 after 0 steps, distance to saddle (a): 5.20e-02
 after 10 steps, distance to saddle (a): 6.19e-03
 after 20 steps, distance to saddle (a): 7.41e-04
 after 40 steps, distance to saddle (a): 1.09e-05
 after 80 steps, distance to saddle (a): 3.22e-09
angle of tangent to unstable mode (deg): 1.086
trace of RH, differences and formula (eV/a^2): 21.92748 21.92748
det of RH, differences and formula (eV^2/a^4): 120.1160 120.1160
largest coupling to other images (eV/a^2): 5.8e-15
largest real part, full band Jacobian (eV/a^2): -5.8578
distance ratio after 1500 steps of 0.002 a^2/eV,
 tangent tilted 40 and 50 deg: 4.75e-03 4.35e+02
smallest distance ratio after 500 such steps, six tangents,
 at minimum and maximum: 2.99e+03 8.72e+01
critical step at 30 deg tilt (a^2/eV): 0.09134
 distance ratio, 100 steps at 0.9 and 1.1 of it: 9.18e-03 1.87e+02
spring kept on climber, q (eV/a^2): shift (a), linear estimate (a),
 energy error (eV)
  0.05: 0.000150 0.000150 -7.16e-08
  1.00: 0.002829 0.003004 -2.63e-05
 10.00: 0.018790 0.030045 -1.35e-03
kT at 300 K (eV): 0.025852
Arrhenius factor error, ordinary band, 6 images, k = 10: 1.8221
```
